# Critical Radius for a Bulk-Metastable Silicide Polymorph

Let a silicide have two polymorphs of the same composition: phase s, stable in the bulk, and phase m, metastable in the bulk. For free spherical particles that contain the same number of formula units, phase m has the lower Gibbs energy when its radius is smaller than

\[
r_m^*=\frac{3V_m^{1/3}}{\Delta g}\left(\gamma_sV_s^{2/3}-\gamma_mV_m^{2/3}\right),
\]

provided that the bracket is positive. Here \(V_s\) and \(V_m\) are the volumes per mole of formula units, \(\gamma_s\) and \(\gamma_m\) are the surface energies per unit area, and \(\Delta g=g_m-g_s>0\) is the bulk Gibbs energy difference per mole of formula units. If the bracket is zero or negative, phase s has the lower energy at every size and there is no critical radius.

All quantities refer to one temperature \(T\) and one external pressure \(p_0\). The surface energies are isotropic and independent of size, and the particles are incompressible. "Stable" means having the lower Gibbs energy of the two particles compared. It does not mean stable against coarsening or reaction, and it says nothing about how fast one phase turns into the other.

## First derivation: total energies at fixed content

A particle that changes its crystal structure keeps its atoms. Its volume and radius change if the molar volumes differ. The quantity to hold fixed is therefore the amount \(n\), in moles of formula units, and not the radius. For phase \(i\), with \(i=s\) or \(m\),

\[
\frac{4\pi}{3}r_i^3=nV_i,
\qquad
r_i=\left(\frac{3nV_i}{4\pi}\right)^{1/3}.
\]

The surface area follows by inserting this radius:

\[
A_i=4\pi r_i^2
=4\pi\left(\frac{3}{4\pi}\right)^{2/3}(nV_i)^{2/3}
=(36\pi)^{1/3}(nV_i)^{2/3}.
\]

The last prefactor is right because its cube is \((4\pi)^3\,[3/(4\pi)]^2=9\cdot4\pi=36\pi\).

The Gibbs energy of the particle is its bulk value plus the cost of its surface,

\[
G_i(n)=ng_i+\gamma_iA_i .
\]

The bulk term already contains \(p_0V_i\). For an incompressible particle the surface term is complete. The surface does squeeze the interior, but without a change of volume this stores no energy, so a further pressure-volume term would count the surface twice.

Subtracting the two energies at the same \(n\) gives

\[
\Delta G(n)=G_m-G_s
=n\Delta g-(36\pi)^{1/3}n^{2/3}D,
\]

\[
D=\gamma_sV_s^{2/3}-\gamma_mV_m^{2/3}.
\]

The bulk term is positive and opposes phase m. The surface term favours phase m only if \(D>0\). If \(D\le0\), then \(\Delta G>0\) for every \(n>0\).

For \(D>0\), set \(\Delta G=0\) and divide by \(n^{2/3}\), which is not zero:

\[
(n^*)^{1/3}=\frac{(36\pi)^{1/3}D}{\Delta g}.
\]

There is one solution. The radius of phase m at this content is

\[
r_m^*=\left(\frac{3V_m}{4\pi}\right)^{1/3}(n^*)^{1/3}
=\left(\frac{3}{4\pi}\,36\pi\right)^{1/3}\frac{V_m^{1/3}D}{\Delta g}
=\frac{3V_m^{1/3}D}{\Delta g},
\]

since \((3/4\pi)\,36\pi=27\). This is the stated result. The same atoms arranged as phase s form a sphere of radius \(r_s^*=r_m^*(V_s/V_m)^{1/3}\), so a quoted critical radius must say which phase it describes.

To find the sign on each side, divide \(\Delta G\) by \(n\). The surface term then varies as \(n^{-1/3}\), which is proportional to \(1/r_m\), and it must cancel \(\Delta g\) at \(r_m^*\). Hence

\[
\frac{\Delta G}{n}=\Delta g\left(1-\frac{r_m^*}{r_m}\right).
\]

This is negative below the critical radius and positive above it.

## What the condition on the surfaces means

The condition \(D>0\) can be written as

\[
\gamma_m<\gamma_s\left(\frac{V_s}{V_m}\right)^{2/3}.
\]

It compares the surface cost of equal contents. A phase with a larger molar volume must cover a larger sphere, so its surface energy has to be lower by enough to pay for the extra area.

Take \(V_s=25.6\) and \(V_m=26.2\) cm³/mol with \(\gamma_s=2.00\) J/m². The largest \(\gamma_m\) that permits a crossover is 1.969 J/m². With \(\gamma_m=1.98\) J/m² phase m has the lower surface energy, yet it is not favoured at any size. The reverse also occurs. For \(\gamma_s=1.00\) and \(\gamma_m=1.04\) J/m², with \(V_s=30\) and \(V_m=27\) cm³/mol and \(\Delta g=2\) kJ/mol, phase m has the higher surface energy, but its compactness outweighs this and the critical radius is 1.3 nm. A lower surface energy is thus neither sufficient nor necessary.

For equal molar volumes \(V\) the result reduces to

\[
r^*=\frac{3V(\gamma_s-\gamma_m)}{\Delta g}.
\]

For a small relative difference \(\epsilon=V_m/V_s-1\), expand \(V_m^{1/3}\approx V_s^{1/3}(1+\epsilon/3)\) in the first term, while \(V_m=V_s(1+\epsilon)\) in the second:

\[
r_m^*\approx\frac{3V_s}{\Delta g}
\left[\gamma_s-\gamma_m-\epsilon\left(\gamma_m-\frac{\gamma_s}{3}\right)\right].
\]

The volume correction competes with the difference of the surface energies, not with their size. A volume change of a few per cent can therefore matter. As \(\Delta g\to0\) at fixed \(D>0\), the critical radius diverges, because no bulk penalty is left for the surface to overcome. As \(D\to0\) from above it shrinks to zero, and the continuum description fails before that limit is reached.

## Worked example

The following rough values are in the regime of TiSi₂, with the C54 structure as phase s and C49 as phase m, near an anneal at 973 K. The molar volumes are \(V_s=25.6\) and \(V_m=26.2\) cm³/mol, with \(\gamma_s=2.0\) J/m², \(\gamma_m=1.8\) J/m² and \(\Delta g=4.0\) kJ/mol. All of these are illustrative inputs, not established data. This includes the small difference between the molar volumes, to which the result is sensitive.

Multiplying \(V_m^{1/3}\) into the bracket avoids fractional units. The first term contains

\[
V_s^{2/3}V_m^{1/3}=25.6\left(\frac{26.2}{25.6}\right)^{1/3}
=25.80\ \text{cm}^3/\text{mol}.
\]

With 1 cm³ = 10⁻⁶ m³,

\[
r_m^*=\frac{3(2.0\times25.80-1.8\times26.2)\times10^{-6}}{4000}\ \text{m}
=3.3\times10^{-9}\ \text{m}.
\]

The critical radius is 3.3 nm, a diameter of 6.7 nm, and the particle holds about 3500 formula units. At the crossover the surface adds 46.5 kJ/mol to phase s and 42.5 kJ/mol to phase m. Their difference is the bulk penalty of 4.0 kJ/mol. At \(r_m=2\) nm phase m is lower by 2.7 kJ/mol; at 10 nm it is higher by the same rounded amount.

Comparing the molar energies at equal radii would give \(3(\gamma_sV_s-\gamma_mV_m)/\Delta g\), or 3.0 nm, about 9% below the correct value. Two such particles hold different numbers of atoms and cannot transform into each other. At equal content the s particle is smaller than the m particle by the factor \((V_s/V_m)^{1/3}\), which raises its surface energy per mole by about 0.8% over the equal-radius value. That is some 0.36 kJ/mol, small beside 46.5 kJ/mol but 9% of \(\Delta g\).

## Second derivation: growth from chemical potentials

The second route begins with the pressure inside a particle and builds the particle up by adding matter. Let the surface behave like that of a liquid, so that stretching it costs the same energy per area as creating new surface. If the radius increases by \(dr\), the excess pressure \(p_i-p_0\) does work \((p_i-p_0)4\pi r_i^2\,dr\), while the surface takes up \(\gamma_i\,dA_i=8\pi\gamma_ir_i\,dr\). In mechanical equilibrium these are equal:

\[
p_i-p_0=\frac{2\gamma_i}{r_i}.
\]

At constant temperature the chemical potential of a one-component phase obeys \(d\mu_i=V_i\,dp\). The formula unit acts as the component here because the composition is fixed. With constant \(V_i\), integration from \(p_0\), where \(\mu_i=g_i\), to the interior pressure gives

\[
\mu_i=g_i+\frac{2\gamma_iV_i}{r_i}.
\]

The next step relates \(\mu_i\) to the Gibbs energy of the whole particle, defined with the external pressure as \(G=U-TS+p_0\mathcal V\), where \(\mathcal V\) is the particle volume. The internal energy changes by

\[
dU=T\,dS-p\,d\mathcal V+\gamma\,dA+\mu\,dn .
\]

At fixed \(T\) and \(p_0\),

\[
dG=-(p-p_0)\,d\mathcal V+\gamma\,dA+\mu\,dn=\mu\,dn,
\]

because the first two terms cancel in mechanical equilibrium. Adding matter to each phase therefore changes the difference at the rate \(d\Delta G/dn=\mu_m-\mu_s\).

This rate is needed at equal \(n\). From the radius as a function of content,

\[
\frac{V_i}{r_i}=\left(\frac{4\pi}{3}\right)^{1/3}V_i^{2/3}n^{-1/3},
\]

so that

\[
\mu_m-\mu_s=\Delta g-2\left(\frac{4\pi}{3}\right)^{1/3}D\,n^{-1/3}.
\]

Start from no particle, where \(\Delta G(0)=0\), and integrate. Since \(\int_0^n x^{-1/3}dx=\tfrac32n^{2/3}\),

\[
\Delta G(n)=n\Delta g-3\left(\frac{4\pi}{3}\right)^{1/3}D\,n^{2/3}.
\]

The two terms cancel, so that \(\Delta G=0\), at a nonzero content given by

\[
(n^*)^{1/3}=3\left(\frac{4\pi}{3}\right)^{1/3}\frac{D}{\Delta g}.
\]

Multiplying by \((3V_m/4\pi)^{1/3}\) cancels the geometrical factors and leaves \(r_m^*=3V_m^{1/3}D/\Delta g\), as before.

This route separates two sizes. The chemical potentials are equal when the factor 3 in the last equation for \((n^*)^{1/3}\) is replaced by 2, at

\[
r_m=\frac23r_m^* .
\]

Below this size each added formula unit increases the advantage of phase m. Above it each added unit reduces the advantage, which is used up at \(r_m^*\). Equality of the chemical potentials thus marks the greatest total advantage, not the crossover. Put \(x=r_m/r_m^*\), so that \(n=n^*x^3\) and

\[
\Delta G=n^*\Delta g\,(x^3-x^2).
\]

At \(x=2/3\) the bracket is \(8/27-12/27=-4/27\). In the example this point lies at 2.2 nm. The bulk penalty is 0.0415 eV per formula unit, so the greatest advantage is \((4/27)\times3548\times0.0415=21.8\) eV per particle.

## What each derivation assumes

Both derivations use equal content, spheres, constant molar volumes and the same bulk difference. They differ in what they ask of the surface.

**Surface stress.** The first route needs only the energy of the finished surface. The second also uses a mechanical balance, in which the surface tension is set equal to \(\gamma\). In a solid, the work of stretching a surface is governed by a surface stress \(f\), which can differ from the energy \(\gamma\) of creating it. The interior pressure is then \(2f/r\). For an incompressible solid the first route still gives \(dG/dn=g+\gamma\,dA/dn=g+2\gamma V/r\), whatever \(f\) is. Putting \(2f/r\) into the liquid formula for \(\mu\) would wrongly replace \(\gamma\) by \(f\).

Surface stress does enter once the solid can be compressed. For a small volume strain \(\eta\) and bulk modulus \(B\), the energy per mole changes by

\[
\tfrac12BV\eta^2+\frac{2fV}{r}\eta .
\]

The second term is \(f\) times the area per mole, \(3V/r\), times the relative area change \(2\eta/3\). The minimum lies at \(\eta=-2f/(Br)\), where the energy is lowered by \(2f^2V/(Br^2)\). With an assumed \(B=150\) GPa for both phases and \(f=\gamma\), the pressure in phase s is 1.2 GPa, but the gains of the two phases nearly cancel and the critical radius stays at 3.3 nm. If the surface stress of phase s alone is doubled, its gain grows fourfold and the radius falls to about 3.0 nm.

**Dependence on size.** The first route looks at one size. If \(\gamma_i\) varies with radius, its value at the crossover can be inserted, which turns the result into an implicit equation. The second route passes through all smaller sizes. The surface work then includes \(A\,d\gamma\), and because \(V\,dn=A\,dr\), the chemical potential becomes

\[
\mu=g+\frac{2\gamma V}{r}+V\frac{d\gamma}{dr}.
\]

Integrating its surface part over \(dn=4\pi r^2dr/V\) gives

\[
\int_0^r\left(8\pi r'\gamma+4\pi r'^2\frac{d\gamma}{dr'}\right)dr'
=4\pi r^2\gamma(r),
\]

provided that \(r^2\gamma\) vanishes at the lower limit. The routes agree again, but only if the derivative term is kept.

The effect can be sized with \(\gamma_i(r)=\gamma_i(1-2\delta_i/r)\), where \(\delta_i\) is a length. With \(\delta=0.10\) nm in both phases the critical radius becomes 3.1 nm. With 0.02 nm in phase s alone it becomes 2.8 nm. The formula then also gives a second crossing near 0.6 nm, below which phase s is favoured again, but a continuum description cannot be trusted at that size. In this one-sided case the surface advantage of phase m per mole has the form \(a/r_m-b/r_m^2\), with

\[
a=r_m^*\Delta g,\qquad b=6\gamma_s\delta_sV_s^{1/3}V_m^{2/3}.
\]

Its greatest value, reached at \(r_m=2b/a\), is \(a^2/4b\). The crossover disappears when this is less than \(\Delta g\), that is, when

\[
\delta_s>\frac{(r_m^*)^2\Delta g}{24\,\gamma_sV_s^{1/3}V_m^{2/3}} .
\]

For the example the limit is 0.036 nm, well below an atomic spacing. At this limit the surface energy of phase s is lowered by only about 4% at the radius where the advantage of phase m is greatest, 1.7 nm. In this one-sided case a curvature correction of a few per cent is therefore enough to remove the critical radius. Neither derivation supplies these corrections.

## How far the number can be trusted

The critical radius comes from a small difference of large surface terms. Differentiating its logarithm with the other inputs fixed gives

\[
\frac{\partial\ln r_m^*}{\partial\ln\gamma_m}
=-\frac{\gamma_mV_m^{2/3}}{D}=-10.6 .
\]

A value of \(\gamma_m\) lower by 2% raises the radius to 4.0 nm, and one higher by 2% lowers it to 2.6 nm. The bulk difference acts less strongly, since \(r_m^*\propto1/\Delta g\). An assumed entropy difference of 1 J/(mol K), of either sign, changes \(\Delta g\) by 0.67 kJ/mol between 973 and 300 K. With the surface energies held fixed, the radius at 300 K would be 2.8 or 4.0 nm.

Shape enters through the area at a given volume. If both particles are cubes with unchanged surface energies, both surface terms grow by \(6/(36\pi)^{1/3}=1.24\), and the critical size, expressed as the radius of a sphere of equal volume, is 4.1 nm. Thermal fluctuations hardly blur the crossover between the two total energies. Near it, \(\Delta G\approx n^*\Delta g\,(r_m-r_m^*)/r_m^*\), and this reaches \(k_BT\) at 973 K for a radius change of only 0.06%.

In titanium silicide contacts, C49 commonly forms first and converts to C54 on further annealing, and the conversion becomes harder in narrow lines and thin films. The layers are typically tens of nanometres thick, far above the critical radius found here. For a free particle of 10 nm radius the model already favours C54 by 2.7 kJ/mol, so with these inputs it does not account for C49 that persists at device dimensions. Slow nucleation of C54 is an established part of that behaviour and lies outside an equilibrium comparison. The assumption that a contact breaks most plainly is that of a free sphere: its grains meet silicon, other grains and a covering layer. A host can also resist the volume difference between C54 and C49, taken here as 2.3%. If it were rigid, the strain energy would be of the order of \(\tfrac12BV_s\epsilon^2=1.05\) kJ/mol. Its effect depends on which phase the host fits. If the host fits C54, the strain falls on C49, and adding this energy alone to \(\Delta g\) reduces the radius to about 2.6 nm. If C49 formed first and the host is bonded to it, the strain falls on C54, and subtracting a similar energy alone from \(\Delta g\) raises the radius to about 4.5 nm. These two numbers keep the unequal surface areas of free particles. A fully rigid host would also force the same interface area on both phases, which removes the extra area of C49. With unchanged interface energies the two radii then become about 3 nm and 5 nm. A rigid host is an upper bound. An elastic host of shear modulus \(\mu_h\) lowers the strain energy by the factor \(4\mu_h/(3B+4\mu_h)\); for an assumed 65 GPa, of the order of silicon, it falls to about 0.4 kJ/mol and the two radii become about 3.2 and 3.9 nm. The strain energy also grows as the square of the volume difference, which is itself an uncertain input. In a rigid host it equals \(\Delta g\) at \(\epsilon=4.6\%\), and beyond that a host fitted to C49 would favour C49 at every size, leaving no critical radius. Altered interface energies can move the radius further, in either direction, as the 2% changes above show.

For a continuous film the geometry itself changes. Let the film cover a fixed area \(S\), and let \(\Gamma_i\) be the summed energy per area of its two faces. A film of phase m with thickness \(h_m\) contains \(n=Sh_m/V_m\), so

\[
\frac{\Delta G}{S}=\frac{h_m\Delta g}{V_m}-(\Gamma_s-\Gamma_m),
\qquad
h_m^*=\frac{V_m(\Gamma_s-\Gamma_m)}{\Delta g}.
\]

Phase m is favoured below \(h_m^*\) if \(\Gamma_m<\Gamma_s\). The condition no longer contains the molar volumes, because the covered area is the same for both phases. This form neglects film strain and grain boundaries. The inputs and results for the spherical particles are collected in the numerical output below.

## Values computed for the example and the checks

```
ROUGH INPUTS, TiSi2 REGIME (s = C54, m = C49)
surface energy s: 2.00 J/m^2
surface energy m: 1.80 J/m^2
molar volume s: 25.6 cm^3/mol
molar volume m: 26.2 cm^3/mol
bulk penalty dg: 4.00 kJ/mol
bulk penalty dg: 0.0415 eV per formula unit
anneal temperature: 973 K
CROSSOVER
largest gamma_m allowing a crossover: 1.969 J/m^2
critical radius as phase m: 3.328 nm
critical radius as phase s: 3.302 nm
critical diameter as phase m: 6.66 nm
formula units at crossover: 3548
surface term s at crossover: 46.52 kJ/mol
surface term m at crossover: 42.52 kJ/mol
G_m-G_s at r_m = 2 nm: -2.655 kJ/mol
G_m-G_s at r_m = 3 nm: -0.437 kJ/mol
G_m-G_s at r_m = 4 nm: 0.672 kJ/mol
G_m-G_s at r_m = 10 nm: 2.669 kJ/mol
radius of greatest total advantage: 2.218 nm
greatest total advantage of m: 21.8 eV per particle
wrong equal-radius result: 3.030 nm
COUNTER-CASES
no crossover: gamma_s 2.00, gamma_m 1.98 J/m^2, example volumes
inverted case: gamma_s 1.00, gamma_m 1.04 J/m^2
inverted case: V_s 30, V_m 27 cm^3/mol, dg 2 kJ/mol
inverted case critical radius: 1.327 nm
NEGLECTED EFFECTS: RESULTING CRITICAL RADIUS r_m
d ln r_m / d ln gamma_m: -10.63
gamma_m 2% lower: 4.04 nm
gamma_m 2% higher: 2.62 nm
assumed entropy difference size: 1.0 J/(mol K)
change of dg from 973 to 300 K: +/-0.673 kJ/mol
with dg raised: 2.85 nm
with dg lowered: 4.00 nm
assumed bulk modulus, both phases: 150 GPa
pressure 2 gamma_s/r_s at crossover: 1.21 GPa
elastic, surface stress = gamma: 3.31 nm
elastic, stress of s doubled: 2.95 nm
curvature length 0.10 nm in both: 3.09 nm
curvature length 0.02 nm in s only: 2.76 nm
s-only length that removes crossover: 0.0355 nm
both cubic, equal-volume sphere radius: 4.13 nm
volume increase s to m: 2.34 %
rigid-host strain energy scale: 1.05 kJ/mol
with that energy added to dg: 2.63 nm
thermal blur of radius at anneal: 0.057 %
```
